\section*{The ZORA spin-orbit function near a nucleus and in PAW calculations, part 3}

The zeroth-order regular approximation (ZORA) replaces the Pauli spin-orbit function $\xi_P=V'/(2c^2r)$ by $\xi=K^2\xi_P$. Hartree atomic units are used; a prime denotes $d/dr$, $\mathbf p=-i\nabla$, $\mathbf L=\mathbf r\times\mathbf p$, $\mathbf S=\boldsymbol\sigma/2$. The potential energy $V$ is spin-independent. The Dirac large component $\phi$ obeys
\begin{equation}
\Big[V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{2c^2+E-V}\,\boldsymbol\sigma\cdot\mathbf p\Big]\phi=E\phi .
\label{eq:exact}
\end{equation}
ZORA keeps the zeroth order, $K/2$ with $K=1/(1-V/2c^2)$, of
\begin{equation}
\frac{c^2}{2c^2+E-V}=\frac{c^2}{2c^2-V}\Big[1+\frac{E}{2c^2-V}\Big]^{-1}
=\frac K2\Big[1-\frac{E}{2c^2-V}+\dots\Big],
\label{eq:regexp}
\end{equation}
whose expansion parameter is at most $|E|/2c^2$. For spherical $V$ its spin-orbit term is
\begin{equation}
H_{\rm SO}=\frac{K^2V'}{4c^2r}\,\boldsymbol\sigma\cdot\mathbf L=\frac{K^2V'}{2c^2r}\,\mathbf L\cdot\mathbf S\equiv\xi(r)\,\mathbf L\cdot\mathbf S,
\qquad \xi=\frac{K'}{r}=\frac{K^2V'}{2c^2r}.
\label{eq:xi}
\end{equation}
The radial function $R$ obeys
\begin{equation}
-\frac{1}{2r^2}\big(r^2KR'\big)'+\Big[\frac{K\,l(l+1)}{2r^2}+V+\lambda\,\xi\Big]R=ER .
\label{eq:radial}
\end{equation}
Here $\lambda=-1$, $\kappa=1$ for $p_{1/2}$ and $\lambda=\tfrac12$, $\kappa=-2$ for $p_{3/2}$; "scalar" means $\lambda=0$. With $u=rR$ and $N=\int u^2dr$,
\begin{equation}
NE=\int\Big[\frac K2u'^2+w\,u^2\Big]dr,\qquad
w=\frac{\kappa(\kappa+1)K}{2r^2}-\frac{\kappa K'}{2r}+V .
\label{eq:w}
\end{equation}
For a point nucleus, $V=-Z/r$, $r_0=Z/2c^2$, $K=r/(r+r_0)$, and $\xi\simeq1/(r_0r)$ inside $r_0$. There the regular solution is $R\sim r^s$ with
\begin{equation}
s=\gamma-1,\qquad\gamma=\sqrt{\kappa^2-Z^2/c^2}.
\label{eq:gamma}
\end{equation}
Part (f) used the trial function $R=re^{-\beta r}$, with $N=3/4\beta^5$ and $\langle r^{-3}\rangle=\beta^3/3$. The final table lists its $p_{1/2}$ energies, the slope $d\ln\xi/d\ln r$, values for a uniformly charged nucleus of radius $R_n$, and "decade ratios": contributions to $\langle\xi_P\rangle$ or $\langle\xi\rangle$ from $10^{-7}r_0$ to $10^{-6}r_0$, divided by those of the next decade outwards.

Part (g) treats a one-electron ion with $Z=83$. It asks for the exact relation between the ZORA and Dirac Coulomb levels, the $2p_{3/2}$ state in closed form, and a comparison of the $2p$ splitting in different approximations.

\subsection*{Solution}

Let $\phi(\mathbf r)$ solve \eqref{eq:exact} with the Dirac energy $E_D$, and define $\mu=1+E_D/2c^2$, so that $2c^2+E_D=2c^2\mu$. Introduce $\mathbf x=\mu\mathbf r$. Then $\mathbf p_r=\mu\,\mathbf p_x$, and the Coulomb potential scales as $V(r)=-Z\mu/x=\mu V(x)$. The denominator becomes $2c^2\mu-\mu V(x)=\mu[2c^2-V(x)]$. In \eqref{eq:exact} the kinetic term acquires $\mu^2$ from the momenta and $1/\mu$ from the denominator, and the potential acquires $\mu$:
\begin{equation}
\mu\Big[V(x)+\boldsymbol\sigma\cdot\mathbf p_x\frac{c^2}{2c^2-V(x)}\boldsymbol\sigma\cdot\mathbf p_x\Big]\phi=E_D\phi .
\end{equation}
The bracket is the ZORA Hamiltonian in the variable $\mathbf x$, so
\begin{equation}
E=\frac{E_D}{\mu}=\frac{2c^2E_D}{2c^2+E_D}.
\label{eq:map}
\end{equation}
For bound states $\mu<1$: the ZORA level lies below the Dirac level by the relative amount $|E_D|/2c^2$ to leading order, the size expected from part (a), and the ZORA function is the Dirac large component contracted by the factor $\mu$. The relation needs $V\propto1/r$ and does not hold for a screened potential.

The nodeless states can be found directly. The Euler equation of \eqref{eq:w} is $-\tfrac12(Ku')'+wu=Eu$, and it factorizes as
\begin{equation}
-\Big(\frac{d}{dr}-\frac\kappa r\Big)g=(E-V)u,\qquad g=\frac K2\Big(u'+\frac{\kappa u}{r}\Big).
\label{eq:factor}
\end{equation}
To verify this, expand: $-g'=-\tfrac12(Ku')'-\tfrac\kappa2(K'/r-K/r^2)u-\tfrac\kappa2(K/r)u'$ and $\kappa g/r=\tfrac\kappa2(K/r)u'+\tfrac{\kappa^2}2(K/r^2)u$. The terms in $u'$ cancel and the rest is $-\tfrac12(Ku')'+(w-V)u$. Try $u=r^\gamma e^{-\eta r}$ and $g=au$ with a constant $a$. Since $u'/u=\gamma/r-\eta$ and $1/K=1+r_0/r$, the definition of $g$ requires $(\gamma+\kappa)/r-\eta=2a(1+r_0/r)$, that is $a=-\eta/2$ and $\gamma+\kappa=-\eta r_0$. The first equation of \eqref{eq:factor} requires $\tfrac\eta2[(\gamma-\kappa)/r-\eta]=E+Z/r$, that is $\eta(\gamma-\kappa)=2Z$ and $E=-\eta^2/2$. Multiplying the two conditions on $\gamma$ and dividing by $\eta$ gives $\gamma^2-\kappa^2=-2Zr_0=-Z^2/c^2$, in agreement with \eqref{eq:gamma}. A positive $\eta$ needs $\gamma+\kappa<0$, hence $\kappa<0$, and
\begin{equation}
E=-\frac{2Z^2}{(\gamma+|\kappa|)^2}.
\end{equation}
As $c\to\infty$, $\gamma\to|\kappa|=n$ and $E\to-Z^2/2n^2$. For $2p_{3/2}$ at $Z=83$, $\gamma=1.90608$ and $E=-2\times83^2/3.90608^2=-903.03$ Ha.

The $2p_{1/2}$ and scalar levels were obtained numerically. With $t=\ln r$ one has $r^2KR'=rKR_t$ and $d/dr=r^{-1}d/dt$, and \eqref{eq:radial} becomes
\begin{equation}
R_{tt}=-\Big(1+\frac{rK'}{K}\Big)R_t+\Big[l(l+1)+\frac{2r^2}{K}(V+\lambda\xi-E)\Big]R .
\end{equation}
This was integrated outwards with an adaptive Runge-Kutta method from $r=10^{-12}r_0$, with arbitrary starting values, since the rejected solution dies out relative to the regular one, and $E$ was adjusted until $R$ vanished at $r=34/Z$. For comparison, the Dirac levels come from the Dirac-Coulomb formula
\begin{equation}
E_D=c^2\Big\{\Big[1+\Big(\frac{Z/c}{n-|\kappa|+\gamma}\Big)^2\Big]^{-1/2}-1\Big\},
\end{equation}
which is taken here as a known result and is tested by the comparison itself. The results are:

\begin{center}
\begin{tabular}{llll}
state & ZORA (Ha) & ZORA (eV) & Dirac (Ha)\\
$2p_{1/2}$ & $-1011.4455$ & $-27522.83$ & $-984.9212$\\
$2p$ scalar & $-931.1129$ & $-25336.87$ & \\
$2p_{3/2}$ & $-903.0323$ & $-24572.76$ & $-881.8298$
\end{tabular}
\end{center}

Equation \eqref{eq:map} gives $-984.9212/(1-984.9212/37557.73)=-1011.4455$ Ha and $-881.8298/(1-881.8298/37557.73)=-903.0323$ Ha. Both agree with the numerical solution of the equation that contains $\xi$, to better than one part in $10^7$, and the second agrees with the closed form. This is an independent test of the sign, the factor and the power of $K$ in $\xi$.

In first order the levels shift by $\lambda\langle\xi\rangle$, and the splitting is $[\tfrac12-(-1)]\langle\xi\rangle=\tfrac32\langle\xi\rangle$. Quadrature over the scalar $2p$ function gives $\langle\xi\rangle=61.5382$ Ha $=1674.54$ eV; this equals the finite-difference derivative $dE/d\lambda$ at $\lambda=0$, as the Hellmann-Feynman theorem demands. The nonrelativistic $2p$ function is the trial function of part (f) with $\beta=Z/2$, so $\langle r^{-3}\rangle=Z^3/24$ and the Pauli splitting is $\tfrac32r_0Z^3/24=Z^4/32c^2=83^4/(16\times37557.73)=78.976$ Ha. The splittings $E(2p_{3/2})-E(2p_{1/2})$ are:

\begin{center}
\begin{tabular}{lll}
method & Ha & eV\\
Dirac & $103.091$ & $2805.3$\\
ZORA, $\xi$ to all orders & $108.413$ & $2950.1$\\
$\tfrac32\langle\xi\rangle$, scalar ZORA $2p$ & $92.307$ & $2511.8$\\
$\tfrac32\langle\xi_P\rangle$, scalar ZORA $2p$ & $132.896$ & $3616.3$\\
$\tfrac32\langle\xi_P\rangle$, nonrelativistic $2p$ & $78.976$ & $2149.0$
\end{tabular}
\end{center}

These are levels of a bare ion with a point nucleus, a model of the deep core. They are not a valence splitting of bismuth. Four points can be read from the table.

First, two relativistic effects act in opposite directions. The scalar-relativistic function is contracted and starts as $r^{0.62}$ in place of $r$, which raises $\tfrac32\langle\xi_P\rangle$ from $79.0$ to $132.9$ Ha. The factor $K^2$ lowers it to $92.3$ Ha. Using $\xi_P$ with scalar-relativistic functions includes the first effect without the second and overestimates the first-order value by the factor $132.896/92.307=1.44$.

Second, first order is not enough at this $Z$. It predicts $-931.1129-61.5382=-992.6511$ Ha for $2p_{1/2}$, which is $18.79$ Ha above the true ZORA level, and $-931.1129+61.5382/2=-900.3438$ Ha for $2p_{3/2}$, which is $2.69$ Ha above. Both errors have this sign because the first-order value is the energy functional evaluated with a trial function, and each state is the lowest of its channel. Pure second order, proportional to $\lambda^2$, would give errors in the ratio $4$; the ratio found is $18.79/2.69\approx7$, so terms beyond second order in $\lambda$ also contribute at this $Z$.

Third, full ZORA exceeds the Dirac splitting by the factor $108.413/103.091=1.05$. Expanding \eqref{eq:map} gives $E\simeq E_D-E_D^2/2c^2$, whose derivative with respect to $E_D$ is $1+2|E_D|/2c^2$, so a splitting is magnified by about twice the relative error of the level. For a general potential, the first-order term of \eqref{eq:regexp} shows that the relative error of a ZORA level is the norm of the small component, roughly the kinetic energy divided by $2c^2$; only for the Coulomb potential does this reduce to $|E|/2c^2$. A valence state of a screened heavy atom has a kinetic energy well above $|E|$, so its relative error exceeds $|E|/2c^2$, but for a $6p$ state at $Z=83$ it is still only of order $10^{-4}$ and negligible.

Fourth, the Pauli limit is recovered for light atoms. For $Z=5$, the same numerical method gives $\tfrac32\langle\xi\rangle=28.3171$ meV against $Z^4/32c^2=28.3016$ meV. The relative difference, $0.0155/28.30=5.5\times10^{-4}$, is of the order of $(Z/c)^2=1.33\times10^{-3}$, and the two effects of the first point can be separated at this order. With $K^2\simeq1-2r_0/r$ and the function of part (f) at $\beta=Z/2$, $\langle r^{-4}\rangle=(1/2\beta)/N=2\beta^4/3$ and $\langle r^{-4}\rangle/\langle r^{-3}\rangle=2\beta=Z$, so $K^2$ alone changes the splitting by the relative amount $-2r_0Z=-(Z/c)^2=-1.33\times10^{-3}$. The net change of $+5.5\times10^{-4}$ then leaves about $+1.9\times10^{-3}$ for the change of the wave function, and the two partly cancel.

\section*{Part (h): use in the PAW method}

\emph{Write the spin-orbit operator in the form used in a noncollinear PAW calculation, state the approximations, and examine from which radii the matrix element comes.}

\subsection*{Solution}

In the PAW method each atom has an augmentation sphere of radius $r_c$, all-electron partial waves $\phi_i=R_i(r)Y_{l_im_i}$ and projectors $\tilde p_i$. The calculation works with smooth two-component functions $\tilde\psi^\alpha$, $\alpha=\uparrow,\downarrow$. If the partial waves are complete inside the sphere, the all-electron function there is $\psi^\alpha=\sum_i\phi_i\langle\tilde p_i|\tilde\psi^\alpha\rangle$. Two approximations are made: $H_{\rm SO}$ is neglected outside the spheres, and inside a sphere $V$ is replaced by the spherical part of the all-electron, spin-averaged Kohn-Sham potential, so that \eqref{eq:xi} applies. Inserting the expansion in $\langle\psi|H_{\rm SO}|\psi\rangle$ gives
\begin{equation}
\langle\psi|H_{\rm SO}|\psi\rangle=\sum_{\alpha\beta}\sum_{ij}\langle\tilde\psi^\alpha|\tilde p_i\rangle\,D_{ij}^{\alpha\beta}\,\langle\tilde p_j|\tilde\psi^\beta\rangle,
\qquad D^{\alpha\beta}_{ij}=\langle\phi_i|\,\xi\,(\mathbf L\cdot\mathbf S)^{\alpha\beta}|\phi_j\rangle ,
\end{equation}
so that the operator acting on the smooth functions is $\sum_{ij}|\tilde p_i\rangle D_{ij}^{\alpha\beta}\langle\tilde p_j|$, summed over atoms. Adding $L_x\sigma_x$, $L_y\sigma_y$ and $L_z\sigma_z$ as $2\times2$ matrices, with $L_\pm=L_x\pm iL_y$,
\begin{equation}
\mathbf L\cdot\mathbf S=\frac12\begin{pmatrix}L_z&L_-\\ L_+&-L_z\end{pmatrix}.
\end{equation}
The operators $L_z$ and $L_\pm$ act on angles only and conserve $l$, so the matrix element factorizes:
\begin{equation}
D_{ij}^{\alpha\beta}=\delta_{l_il_j}\int_0^{r_c}R_i\,\xi\,R_j\,r^2dr\;\langle Y_{l_im_i}|(\mathbf L\cdot\mathbf S)^{\alpha\beta}|Y_{l_jm_j}\rangle .
\end{equation}
The off-diagonal blocks $L_\pm/2$ couple the two spin components, which is why spin-orbit coupling requires the two-component, noncollinear form of the equations even in a nonmagnetic crystal. In a magnetic one, the exchange-correlation field enters as a separate term proportional to $\boldsymbol\sigma\cdot\mathbf B_{xc}$ and is kept out of $K$ here; that is a further approximation, since part (b) assumed a spin-independent $V$. The $V$ in $\xi$ must be the all-electron potential. A smooth pseudized potential has no $-Z/r$ core and gives a meaningless $\xi$. When the partial waves come from a scalar-relativistic atomic calculation, consistency requires the factor $K^2$, as the first point of part (g) shows. For $l=0$ the angular factor vanishes and the radial integral is not needed. Diagonalization with a few scalar-relativistic partial waves is not equivalent to full ZORA: at a point nucleus every finite combination of scalar $p$ waves vanishes at the origin, while the $p_{1/2}$ function diverges there as $r^{\gamma-1}$, so the change of the $p_{1/2}$ function near the nucleus is only partly described.

The neglect of the region outside the sphere rests on the concentration of the integrand near the nucleus. For the scalar $2p$ function at $Z=83$, quadrature gives the following fractions of $\langle\xi\rangle$ and of the norm inside a radius $r$:

\begin{center}
\begin{tabular}{llll}
$r$ (bohr) & $r$ (\AA) & $\langle\xi\rangle$ & norm\\
$0.00221$ $(r_0)$ & $0.00117$ & $0.0102$ & $0.0000$\\
$0.02210$ $(10r_0)$ & $0.01169$ & $0.5944$ & $0.0628$\\
$0.05000$ & $0.02646$ & $0.9402$ & $0.4873$\\
$0.10000$ & $0.05292$ & $0.9987$ & $0.9455$
\end{tabular}
\end{center}

The sphere of radius $10r_0$ holds $6\%$ of the charge and $59\%$ of the matrix element. A valence $p$ partial wave extends much further, but up to about $10r_0$, where $|V|$ is still several times the $2p$ binding energy, the energy has only a modest effect in \eqref{eq:radial}, and the wave follows the shape of the $2p$ function, with a smaller amplitude, to a few per cent at $5r_0$ and to roughly $10$ to $15\%$ at $10r_0$. Further out the two shapes differ, since the valence wave has nodes, and the fractions in the table are then only a guide; the outer lobes of the valence wave meet a $\xi$ that falls as $r^{-3}$ and faster still under screening. A sphere radius of roughly $2$ bohr lies far beyond the radii in the table. The approximation is weaker when the coupling is small on the atom itself and the effect of interest comes from the non-spherical field of neighbours or of a surface between the spheres.

The table also shows that the region $r<r_0$, where the $1/r$ law holds, supplies only $1\%$ of $\langle\xi\rangle$. The size of the matrix element is set between $r_0$ and a few tens of $r_0$, where the slope of $\xi$ lies between $-2$ and $-3$ and $K^2$ rises from $0.25$ at $r_0$ to $0.83$ at $10r_0$. The factor $K^2$ thus does two different jobs. Inside $r_0$ it decides whether the operator is bounded and whether the $p_{1/2}$ integral exists, although for the scalar $2p$ function little of $\langle\xi\rangle$ comes from there. Outside $r_0$ it scales down the part of the integrand that carries the weight. For this function a numerical radial grid that begins at $r_0$ loses about $1\%$ of $\langle\xi\rangle$, and one that begins at $10r_0$ loses $59\%$. The $2p_{1/2}$ function, which is larger near the nucleus, draws about $7\%$ of its $\langle\xi\rangle$ from inside $r_0$. The first points should therefore lie well inside $r_0$, and the spacing should resolve the change of slope; a logarithmic grid does both. With $\xi_P$, a grid that begins at $r_0$ hides the divergence of the $p_{1/2}$ integral but leaves most of the overestimate found with the scalar function.

\section*{Table of computed values}
\begin{verbatim}
c = 137.035999 au, 2c^2 = 37557.73 Ha, Ha = 27.211386 eV, bohr = 0.529177 A
Z = 83, Z/c = 0.605680, (Z/c)^2 = 0.366849
r0 = 2.209931e-03 bohr = 1.169445e-03 A = 116.94 fm
2c^2/Z = 452.503 Ha bohr = 6515.9 eV A
r/r0, r(A), K, xi(Ha), xi_Pauli(Ha), xi(eV), slope
0.001 1.1694e-06 0.000999 2.0435e+08 2.0476e+14 5.5606e+09 -1.0020
0.1 1.1694e-04 0.090909 1.6922e+06 2.0476e+08 4.6048e+07 -1.1818
1 1.1694e-03 0.500000 5.1190e+04 2.0476e+05 1.3929e+06 -2.0000
10 1.1694e-02 0.909091 1.6922e+02 2.0476e+02 4.6048e+03 -2.8182
1000 1.1694e+00 0.999001 2.0435e-04 2.0476e-04 5.5606e-03 -2.9980
ZORA 2p1/2: E = -1011.4455 Ha = -27522.83 eV, s = -0.20429
ZORA 2p3/2: E = -903.0323 Ha = -24572.76 eV, s = 0.90608
ZORA 2p scalar: E = -931.1129 Ha = -25336.87 eV, s = 0.62270
Dirac 2p1/2: E = -984.9212 Ha = -26801.07 eV, rescaled -1011.4455 Ha
Dirac 2p3/2: E = -881.8298 Ha = -23995.81 eV, rescaled -903.0323 Ha
<xi> scalar ZORA 2p = 61.5382 Ha = 1674.54 eV
splitting full ZORA: 108.413 Ha = 2950.1 eV
splitting Dirac: 103.091 Ha = 2805.3 eV
splitting first order 1.5<xi>: 92.307 Ha = 2511.8 eV
splitting Pauli xi, scalar ZORA 2p: 132.896 Ha = 3616.3 eV
splitting Pauli xi, nonrel 2p: 78.976 Ha = 2149.0 eV
inside 0.00221 bohr = 0.00117 A: <xi> 0.0102, norm 0.0000
inside 0.02210 bohr = 0.01169 A: <xi> 0.5944, norm 0.0628
inside 0.05000 bohr = 0.02646 A: <xi> 0.9402, norm 0.4873
inside 0.10000 bohr = 0.05292 A: <xi> 0.9987, norm 0.9455
Z = 5: 1.5<xi> = 28.3171 meV, Pauli 28.3016 meV, (Z/c)^2 = 1.33e-03
2p1/2 Pauli: inner/outer decade ratio 2.5620, power -0.4086
2p1/2 ZORA: inner/outer decade ratio 0.0256, power 1.5914
beta = 45 /bohr: Pauli -9.2213e+02 Ha, ZORA -9.7802e+02 Ha
beta = 500 /bohr: Pauli 1.2170e+04 Ha, ZORA 3.3692e+04 Ha
beta = 2000 /bohr: Pauli -3.9761e+06 Ha, ZORA 2.6503e+05 Ha
beta = 10000 /bohr: Pauli -6.8706e+08 Ha, ZORA 1.7088e+06 Ha
ZORA large-beta slope = 184.751 Ha bohr
R_n = 7.121 fm = 1.3457e-04 bohr, r0/R_n = 16.42, K(0) = 0.03901
xi(0) = 1.3801e+06 Ha = 3.7555e+07 eV, xi(R_n) = 2.9875e+06 Ha
\end{verbatim}
